# Spin Excess per Atom from Electrochemical Potential Splitting in Copper

## The form of the answer

A current driven from a ferromagnet into copper leaves the spin-up and spin-down electrons with different electrochemical potentials, $\mu_\uparrow$ and $\mu_\downarrow$. Let

$$\Delta\mu=\mu_\uparrow-\mu_\downarrow,\qquad s=N_\uparrow-N_\downarrow ,$$

where $N_\uparrow$ and $N_\downarrow$ are conduction electrons per atom. The question is how large $s$ is when $\Delta\mu=0.2$ meV.

In a cold free-electron metal with one conduction electron per atom, the energy available for comparison with $\Delta\mu$ is the Fermi energy $E_F$. Since $s$ is a pure number, it must be a function of $\Delta\mu/E_F$. Exchanging the names "up" and "down" reverses the signs of both $s$ and $\Delta\mu$, so the function is odd. For a small splitting, then,

$$s=c\,\frac{\Delta\mu}{E_F}+\text{a term of third order},$$

with $c$ a number of order one. For copper $E_F$ is about 7 eV, so $\Delta\mu/E_F\approx3\times10^{-5}$. A few spins per hundred thousand atoms is already the right size.

The constant follows from a picture of two containers filled with electrons, one for each spin. The levels in a container are spread over an energy of order $E_F$, and half an electron per atom fills each. If the levels were evenly spaced, each container would hold $1/(2E_F)$ levels per unit energy and $c$ would be $1/2$. Free-electron levels crowd together towards higher energy, which raises $c$ to $3/4$, as shown next.

## Density of states of copper

Copper is face-centred cubic, with four atoms in a cube of side $a$. With one conduction electron per atom and the cube side set to $a=0.361$ nm, a model input close to the real spacing,

$$n=\frac{4}{a^3}=85.0\ \text{nm}^{-3}.$$

In a periodic box of volume $V$, each allowed wavevector occupies a volume $(2\pi)^3/V$ of $k$-space. A sphere of radius $k$ therefore holds, for one spin,

$$\frac{4\pi k^3/3}{(2\pi)^3/V}=\frac{Vk^3}{6\pi^2}$$

states. Two spins filled up to $k_F$ give $n=k_F^3/(3\pi^2)$, so

$$k_F=(3\pi^2n)^{1/3}=13.6\ \text{nm}^{-1},\qquad E_F=\frac{\hbar^2k_F^2}{2m}=7.05\ \text{eV}.$$

Because $k\propto E^{1/2}$, the number of states below energy $E$ grows as $E^{3/2}$. At $E=E_F$ one spin has half a state per atom below it, which fixes the prefactor:

$$F(E)=\frac12\left(\frac{E}{E_F}\right)^{3/2}.$$

The density of states per atom for one spin is the derivative,

$$F'(E)=\frac{3}{4}\,\frac{E^{1/2}}{E_F^{3/2}},\qquad F'(E_F)=\frac{3}{4E_F}.$$

For both spins together it is

$$g=\frac{3}{2E_F}=\frac{1.5}{7.05\ \text{eV}}=0.213\ \text{eV}^{-1}\ \text{per atom}.$$

## From splitting to excess

The electrochemical potential of a channel is $\mu_\sigma=\varepsilon_\sigma-e\phi$. Here $\varepsilon_\sigma$ is the filling level measured from the bottom of the band, $\phi$ is the electrostatic potential and $-e$ is the electron charge. Both spins feel the same $\phi$, so it cancels in the difference:

$$\Delta\mu=\varepsilon_\uparrow-\varepsilon_\downarrow .$$

This description assumes that the electrons within each channel have settled to a common filling level, while spin flips between the channels are slower.

The metal stays neutral, so $N_\uparrow+N_\downarrow=1$. Combined with $N_\uparrow-N_\downarrow=s$, this gives $N_\uparrow=(1+s)/2$ and $N_\downarrow=(1-s)/2$. Setting $F(\varepsilon_\sigma)=N_\sigma$ and solving for the filling levels,

$$\varepsilon_\uparrow=E_F(1+s)^{2/3},\qquad \varepsilon_\downarrow=E_F(1-s)^{2/3}.$$

The binomial series is

$$(1\pm s)^{2/3}=1\pm\frac{2s}{3}-\frac{s^2}{9}\pm\frac{4s^3}{81}+\dots$$

The even terms cancel on subtraction and the odd ones double:

$$\Delta\mu=E_F\left(\frac{4s}{3}+\frac{8s^3}{81}+\dots\right)=\frac{4E_F}{3}\,s\left(1+\frac{2s^2}{27}+\dots\right).$$

To leading order,

$$\boxed{\,s=\frac{3\,\Delta\mu}{4E_F}=\frac{g\,\Delta\mu}{2}\,}$$

The factor $1/2$ can be traced through the channels. One rises by $\Delta\mu/2$ and the other falls by $\Delta\mu/2$. Each has density of states $g/2$, so one gains $g\Delta\mu/4$ electrons and the other loses as many. The difference between them is $g\Delta\mu/2$.

For copper,

$$s=\tfrac12\,(0.213\ \text{eV}^{-1})(0.2\times10^{-3}\ \text{eV})=2.1\times10^{-5}\ \text{per atom},$$

or one excess spin in about 47 000 atoms. The number of electrons that have changed channel is half of this, $1.1\times10^{-5}$ per atom, because moving one electron changes the difference by two. The meaning of "splitting" also matters: if 0.2 meV were the shift of each channel from the mean, the full splitting would be 0.4 meV and the excess $4.3\times10^{-5}$.

The cubic term changes the result by a relative amount $2s^2/27=3\times10^{-11}$. Even at $\Delta\mu=E_F$ the linear law is only about 5% too high, and the error grows beyond that. At full polarization, $s=1$, the down channel is empty and $\Delta\mu=2^{2/3}E_F\approx1.6E_F$. The linear formula would then give $s\approx1.2$, more excess spins than there are electrons.

The counting can be tested without a density-of-states formula. Take a periodic box of side 36.1 nm, containing 4 000 000 atoms, and fill its discrete plane-wave levels from the bottom. The highest filled level lies at 7.051 eV, in agreement with $E_F$. Moving the two filling levels apart by 0.705 eV, half up and half down, gives a counted excess of 0.07507 per atom, against 0.07500 from the linear law. The last digits reflect the shell structure of the box: other box sizes shift the count by up to about 0.0002. So large a splitting is used because the levels of a finite box are too coarse to resolve 0.2 meV.

## Why room temperature does not wash it out

At 300 K the thermal energy is $k_BT=25.9$ meV, more than a hundred times $\Delta\mu$. The occupation of each channel is smeared over a range far wider than the splitting, yet the excess survives. With $f(x)=1/(e^{x/k_BT}+1)$,

$$s=\int_0^\infty F'(E)\,\big[f(E-\varepsilon_\uparrow)-f(E-\varepsilon_\downarrow)\big]\,dE .$$

The bracket is the gap between two equally smeared steps, one displaced from the other by $\Delta\mu$. The area of that gap is $\Delta\mu$ whatever the smearing, provided both steps lie well above the band bottom. If $F'$ were constant, temperature would have no effect.

The small effect that remains comes from the slope and curvature of $F'$. Integrating by parts, a channel with filling level $\varepsilon$ holds

$$N(\varepsilon)=\int F(E)\left(-\frac{df}{dE}\right)dE\approx F(\varepsilon)+\frac{\pi^2}{6}(k_BT)^2F''(\varepsilon).$$

Here $F$ was expanded about $\varepsilon$. The linear term vanishes because $-df/dE$ is symmetric about $\varepsilon$, and the mean square of $E-\varepsilon$ under this weight is $\pi^2(k_BT)^2/3$. Since $F''(\varepsilon)=3F(\varepsilon)/(4\varepsilon^2)$,

$$N(\varepsilon)=\frac{1}{2E_F^{3/2}}\left[\varepsilon^{3/2}+\frac{\pi^2}{8}(k_BT)^2\varepsilon^{-1/2}\right].$$

Write $t=k_BT/E_F$. Neutrality requires $N=1/2$ at the mean level $\bar\varepsilon$, so to order $t^2$

$$\left(\frac{\bar\varepsilon}{E_F}\right)^{3/2}=1-\frac{\pi^2t^2}{8}
\quad\Rightarrow\quad
\bar\varepsilon=E_F\left(1-\frac{\pi^2t^2}{12}\right).$$

The excess is $s=\Delta\mu\,N'(\bar\varepsilon)$. Differentiating $N$,

$$N'(\bar\varepsilon)=\frac{3\,\bar\varepsilon^{1/2}}{4E_F^{3/2}}\left(1-\frac{\pi^2t^2}{24}\right).$$

The factor $\bar\varepsilon^{1/2}$ supplies a second $1-\pi^2t^2/24$, and the product is

$$s(T)=\frac{3\Delta\mu}{4E_F}\left(1-\frac{\pi^2t^2}{12}\right).$$

At 300 K the relative reduction is $1.1\times10^{-5}$. Numerical integration of the Fermi functions, with the mean level adjusted for neutrality, gives the same value. The condition for ignoring temperature is therefore $k_BT\ll E_F$; it is not $k_BT\ll\Delta\mu$.

## The same excess made by a magnetic field

Let "up" mean a magnetic moment along a field $B$. At zero temperature the energy per electron at polarization $s$ is

$$\frac{3E_F}{10}\left[(1+s)^{5/3}+(1-s)^{5/3}\right]-\mu_BB\,s .$$

The first part is the kinetic energy: a channel holding $(1\pm s)/2$ electrons has mean energy $\tfrac35E_F(1\pm s)^{2/3}$ per electron. Setting the derivative to zero,

$$\frac{E_F}{2}\left[(1+s)^{2/3}-(1-s)^{2/3}\right]=\mu_BB .$$

The left side is half of the $\Delta\mu$ found earlier. A field with $2\mu_BB=\Delta\mu$ thus produces in equilibrium the polarization that injection produces without a field. Direct minimization of the energy at a splitting of 0.705 eV gives 0.07497, just below the linear 0.07500, as the cubic term requires.

For 0.2 meV the equivalent field is $B=\Delta\mu/(2\mu_B)=1.73$ T. The magnetization is small all the same:

$$M=\mu_B\,n\,s=16.8\ \text{A/m},\qquad \mu_0M=21\ \mu\text{T}.$$

A splitting that would take a strong laboratory magnet to imitate creates a flux density weaker by a factor of about $10^5$, since most electrons lie too deep in the Fermi sea to change spin.

## The current that maintains it

Spin flips continually remove the excess, so a current must replace it. Let each channel carry half the conductivity $\sigma$. The particle flux in a channel is $-(\sigma/2e^2)\,d\mu_\sigma/dx$, and the difference of the two fluxes is

$$\Gamma=-\frac{\sigma}{2e^2}\frac{d\Delta\mu}{dx}.$$

The excess per volume is $S=ns=\tfrac12(ng)\Delta\mu$. Substituting $\Delta\mu=2S/(ng)$ gives Fick's law,

$$\Gamma=-D\frac{dS}{dx},\qquad D=\frac{\sigma}{e^2\,n\,g}.$$

If the excess decays with relaxation time $\tau$, the steady state obeys $D\,S''=S/\tau$. In a long wire the solution that stays finite is $S\propto e^{-x/\lambda}$ with $\lambda^2=D\tau$. At the entrance $-d\Delta\mu/dx=\Delta\mu/\lambda$, so the spin current density, the difference of the channel currents in magnitude, is

$$j_s=e\Gamma=\frac{\sigma\,\Delta\mu}{2e\lambda}.$$

Take a resistivity of 20 nΩ m, which is $2\times10^{-6}$ Ω cm, and $\lambda=500$ nm, which is $5\times10^{-5}$ cm. Both are rough values for copper. Then

$$j_s=\frac{2\times10^{-4}\ \text{V}}{2\,(2\times10^{-6}\ \Omega\,\text{cm})(5\times10^{-5}\ \text{cm})}=1.0\times10^{6}\ \text{A/cm}^2 .$$

With the free-electron $g$, the diffusion constant is $D=173$ cm²/s and the relaxation time is $\tau=\lambda^2/D=14.5$ ps. A larger density of states would lower $D$ and lengthen $\tau$ in proportion, leaving $j_s$ unchanged. Solving the diffusion equation on a grid with this current injected at one end returns an entrance excess of $2.1\times10^{-5}$ per atom.

## What free electrons leave out

**Exchange.** Electrons of equal spin avoid one another, which lowers their Coulomb energy. In the Hartree–Fock approximation this lowers the energy of an electron at the surface of a Fermi sphere of radius $k_\sigma$ by

$$\frac{e^2}{4\pi\epsilon_0}\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2},$$

where $\mathbf q$ runs from the surface point to every filled state. In polar coordinates about that point the factor $q^2$ cancels. A ray at angle $\theta$ to the inward normal has length $2k_\sigma\cos\theta$, so

$$\int\frac{d^3q}{q^2}=2\pi\int_0^1 2k_\sigma\cos\theta\;d(\cos\theta)=2\pi k_\sigma .$$

With $e^2/(4\pi\epsilon_0)=\hbar^2/(ma_0)$, where $a_0$ is the Bohr radius, the lowering is $\hbar^2k_\sigma/(\pi ma_0)$. The radii are $k_F(1\pm s)^{1/3}$ and differ by $2k_Fs/3$. Exchange therefore reduces the splitting by $2\hbar^2k_Fs/(3\pi ma_0)$. The kinetic splitting is $\tfrac43E_Fs=2\hbar^2k_F^2s/(3m)$. The ratio of the two is

$$K=\frac{1}{\pi k_Fa_0}=0.44,\qquad\text{so}\qquad \Delta\mu=\frac{4E_F}{3}(1-K)\,s .$$

At fixed $\Delta\mu$ the excess grows by $1/(1-K)=1.79$. Correlation weakens the effect. For a uniform gas of copper's density, the local spin-density approximation with VWN correlation gives $K=0.29$ and a factor of 1.41, hence $s=3.0\times10^{-5}$. Other common parametrizations of the correlation energy give $K$ between 0.26 and 0.28 and factors between 1.35 and 1.40.

**Band structure.** The electronic heat capacity of copper suggests a density of states roughly $r=1.4$ times the free-electron one. Taken alone, this also gives $3.0\times10^{-5}$. The ratio overstates the band effect, because it contains a contribution from lattice vibrations. That contribution alters levels close to each channel's filling level and moves along with it, so it does not add to the spin excess.

**Both together.** The larger density of states divides the kinetic splitting by $r$. If the exchange-correlation part is assumed to keep its uniform-gas value, then with $K=0.29$

$$\Delta\mu=\frac{4E_F}{3}\left(\frac1r-K\right)s
\quad\Rightarrow\quad
s=\frac{r}{1-rK}\,\frac{3\Delta\mu}{4E_F}\approx5.0\times10^{-5}.$$

This joins a uniform-gas interaction to a band correction taken from a heat capacity that also contains the effect of lattice vibrations. The uniform-gas $K$ is probably also too large for copper: the local spin-density splitting per unit excess weakens where the total density is high, and adding the core and $d$-shell density of the ion to the conduction density in an atomic sphere roughly halves $K$, which would bring this estimate down to about $3.8\times10^{-5}$. The combined figure is a rough measure of the model's uncertainty, likely on the high side, and neither a bound nor a calculation for the real crystal.

## Comparison with a real copper layer

The resistivity used here is slightly above that of good bulk copper at room temperature, and thin films are often more resistive. A spin diffusion length of 500 nm is towards the long end for films at that temperature. Neither quantity enters $s$ at a given $\Delta\mu$, but both set the current: at fixed splitting, $j_s$ is inversely proportional to $\rho\lambda$, with $\rho=1/\sigma$. A spin current density of $10^6$ A/cm² is within reach of metallic spin devices. If the injected current is partly polarized, the charge current must be larger than $j_s$. Of the assumptions examined here, the one that most affects the excess itself is that of independent free electrons. The estimates above suggest that lifting it raises the number by a factor between one and about two and a half. The value $2\times10^{-5}$ is thus the free-electron result, and for real copper it is good as an order of magnitude. The numerical output below lists the values at each stage.

## Computed values

```
lattice constant (rough input): 0.361 nm
splitting of electrochemical potential: 0.20 meV
temperature: 300 K
resistivity (rough input): 20 nohm m
spin diffusion length (rough): 500 nm
mass ratio (rough input): 1.4
electron density: 85.02 per nm^3
Fermi wavenumber: 13.60 per nm
Fermi energy: 7.051 eV
density of states, both spins: 0.2127 per eV per atom
density of states, one spin: 0.1064 per eV per atom
excess spins N_up - N_down: 2.127e-05 per atom
electrons moved between channels: 1.064e-05 per atom
atoms per excess spin: 47004
excess if each channel shifts 0.2 meV: 4.255e-05 per atom
box test, side: 36.1 nm
box test, atoms: 4000000
box test, Fermi energy by filling: 7.051 eV
box test, splitting: 0.705 eV
box test, excess counted: 0.07507 per atom
box test, excess from formula: 0.07500 per atom
field test, polarization at same splitting: 0.07497
relative nonlinear correction: 3.4e-11
thermal energy kT: 25.85 meV
excess at this temperature: 2.127e-05 per atom
relative thermal reduction, integrated: 1.106e-05
relative thermal reduction, formula: 1.106e-05
equivalent magnetic field: 1.73 T
magnetization: 16.8 A/m
mu0 times magnetization: 21.1 uT
diffusion constant: 173 cm^2/s
spin relaxation time: 14.5 ps
spin current density needed: 1.00e+06 A/cm^2
diffusion test, entrance excess: 2.127e-05 per atom
K, exchange only: 0.442
K, exchange and correlation: 0.290
enhancement, exchange only: 1.79
enhancement, exchange and correlation: 1.41
excess with mass ratio alone: 3.0e-05 per atom
excess with exchange-correlation alone: 3.0e-05 per atom
excess with both, rough: 5.0e-05 per atom
```
